\section*{Impurity decay modes in a wafer with a thin back getter, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the modes and their rates}

A dissolved metal impurity diffuses in a wafer occupying \(0<x<L\). The front face \(x=0\) reflects it. On the back face lies a layer of thickness \(d\), the getter, in which the impurity is more soluble or is held by traps. The outer face of the getter is closed. The problem is one-dimensional: all concentrations are uniform in the plane of the wafer.

Let \(C(x,t)\) be the number of impurity atoms per volume in the wafer and \(C_g\) the number per volume in the getter. The wafer diffusivity \(D\) is constant. The segregation coefficient is defined by the equilibrium ratio
\begin{equation}
K=\frac{C_g}{C}\bigg|_{\text{equilibrium}} ,
\end{equation}
and is also constant, which requires an unsaturated getter and a fixed temperature. All impurity atoms in the wafer are taken to be dissolved; none sits in precipitates. The diffusion equation contains neither \(\hbar\) nor a charge or mass, so the algebra below has the same form in atomic units as in any other consistent set.

\subsection*{(a) The condition at the back face}

Suppose that the getter is uniform inside and in equilibrium with the wafer at their interface. Find the boundary condition that the getter imposes on \(C(x,t)\).

\paragraph{Solution.}
The flux in the direction of increasing \(x\) is \(J=-D\,\partial C/\partial x\). Conservation of atoms inside the wafer reads \(\partial C/\partial t=-\partial J/\partial x\), and since \(D\) is constant,
\begin{equation}
\frac{\partial C}{\partial t}=D\,\frac{\partial^2C}{\partial x^2},
\qquad 0<x<L .
\label{eq:diff}
\end{equation}
No atoms cross the front face, so
\begin{equation}
\frac{\partial C}{\partial x}(0,t)=0 .
\label{eq:front}
\end{equation}

Interface equilibrium gives \(C_g(t)=K\,C(L,t)\). Because the getter is uniform, it holds \(d\,C_g=Kd\,C(L,t)\) atoms per area. Its outer face is closed, so this number changes only through the flux arriving from the wafer:
\begin{equation}
Kd\,\frac{\partial C}{\partial t}(L,t)
=-D\,\frac{\partial C}{\partial x}(L,t).
\label{eq:back}
\end{equation}
The sign can be checked directly. If \(C\) falls towards the back, \(\partial C/\partial x<0\), the right side is positive and the getter fills.

The getter enters through the single length \(Kd\). This is the thickness of wafer material that would hold the same number of atoms at the same wafer concentration. A layer much thinner than the wafer can therefore have a capacity much larger than the wafer's. Its ratio to the wafer capacity is
\begin{equation}
\alpha=\frac{Kd}{L}.
\end{equation}

Adding the contents of wafer and getter confirms that nothing is lost. Integration of \eqref{eq:diff} over the wafer, with \eqref{eq:front}, gives
\begin{equation}
\frac{d}{dt}\int_0^L C\,dx
=D\,\frac{\partial C}{\partial x}(L,t),
\end{equation}
which cancels the rate \eqref{eq:back} at which the getter gains atoms.

\subsection*{(b) The condition on the wavenumber}

Look for solutions in which a fixed profile decays exponentially in time. Which wavenumbers are allowed?

\paragraph{Solution.}
Write \(C=\varphi(x)\,T(t)\) and divide \eqref{eq:diff} by \(D\varphi T\):
\begin{equation}
\frac{1}{D\,T}\frac{dT}{dt}=\frac{1}{\varphi}\frac{d^2\varphi}{dx^2}.
\end{equation}
The left side depends on \(t\) alone and the right side on \(x\) alone, so both equal a constant, written \(-q^2\). At this stage \(q\) may be complex. Then \(T=e^{-Dq^2t}\), and for \(q\ne0\)
\begin{equation}
\varphi=A\cos(qx)+B\sin(qx).
\end{equation}
The front condition gives \(\varphi'(0)=Bq=0\), hence \(B=0\). With \(A=1\), the two sides of \eqref{eq:back} become
\begin{align}
Kd\,\frac{\partial C}{\partial t}(L,t)
&=-KdDq^2\cos(qL)\,e^{-Dq^2t},\\
-D\,\frac{\partial C}{\partial x}(L,t)
&=+Dq\sin(qL)\,e^{-Dq^2t}.
\end{align}
Equate them and divide by \(Dq\,e^{-Dq^2t}\), which is not zero:
\begin{equation}
\sin(qL)=-Kdq\cos(qL).
\label{eq:nopole}
\end{equation}
If \(\cos(qL)\) vanished, \eqref{eq:nopole} would force \(\sin(qL)\) to vanish too, contrary to \(\sin^2+\cos^2=1\). Division by the cosine is therefore allowed:
\begin{equation}
\boxed{\;\tan(qL)=-Kdq\;}
\label{eq:mode}
\end{equation}

The value \(q=0\) must be treated separately, because \eqref{eq:nopole} was divided by \(q\). For \(q=0\) the profile is \(\varphi=A+Bx\), and the front condition leaves a constant. A constant also satisfies \eqref{eq:back}. This mode does not decay; it is the final equilibrium between wafer and getter.

The minus sign in \eqref{eq:mode} has a plain meaning. In a decaying mode with \(C(L,t)>0\), the getter content falls, so atoms must flow from the getter into the wafer. The mode by itself is not a physical concentration: it is a deviation from equilibrium and may have either sign.

\subsection*{(c) The spectrum}

Show that every decay rate is real and non-negative, and locate the roots.

\paragraph{Solution.}
Let \(\lambda=q^2\). A mode satisfies \(-\varphi''=\lambda\varphi\) and \(\varphi'(0)=0\). Inserting \(C=\varphi e^{-D\lambda t}\) into \eqref{eq:back} gives \(-KdD\lambda\varphi(L)=-D\varphi'(L)\), or
\begin{equation}
\varphi'(L)=Kd\,\lambda\,\varphi(L).
\label{eq:phiL}
\end{equation}
Multiply the differential equation by \(\varphi^*\) and integrate by parts:
\begin{align}
\lambda\int_0^L|\varphi|^2dx
&=-\int_0^L\varphi^*\varphi''\,dx\nonumber\\
&=-\varphi^*(L)\varphi'(L)+\int_0^L|\varphi'|^2dx\nonumber\\
&=-Kd\,\lambda|\varphi(L)|^2+\int_0^L|\varphi'|^2dx .
\end{align}
The term at \(x=0\) vanished by the front condition. Collecting the terms in \(\lambda\),
\begin{equation}
\lambda=\frac{\displaystyle\int_0^L|\varphi'|^2dx}
{\displaystyle\int_0^L|\varphi|^2dx+Kd\,|\varphi(L)|^2}.
\label{eq:rayleigh}
\end{equation}
The right side is real and non-negative, and it vanishes only for constant \(\varphi\). Hence \(q\) can be taken real, and there is neither an oscillating nor a growing mode. For purely imaginary \(q=i\kappa\) the same follows from \eqref{eq:mode}, which becomes \(\tanh(\kappa L)=-Kd\kappa\). Its two sides have opposite signs for every real \(\kappa\ne0\).

With \(z=qL\), the condition is
\begin{equation}
\tan z=-\alpha z .
\label{eq:z}
\end{equation}
The signs \(+z\) and \(-z\) give the same cosine, so \(z>0\) suffices. The right side is then negative, and the tangent is negative only in the intervals
\begin{equation}
\left(n-\tfrac12\right)\pi<z<n\pi,\qquad n=1,2,3,\ldots
\end{equation}
In each of them \(\tan z+\alpha z\) has the positive derivative \(1/\cos^2z+\alpha\), and it rises from \(-\infty\) to \(\alpha n\pi>0\). Each interval therefore contains one root \(z_n\). The lifetimes are
\begin{equation}
\tau_n=\frac{1}{Dq_n^2}=\frac{L^2}{Dz_n^2}.
\label{eq:tau}
\end{equation}

These rates can be tested without using cosines. Divide the wafer into 800 cells, attach one further cell of capacity \(Kd\), and write the balance of fluxes between neighbours. The decay rates are the eigenvalues of the resulting matrix. For \(\alpha=0.1\), \(1\) and \(11.1\), its first four non-zero rates differ from those of \eqref{eq:z} by at most \(1.6\times10^{-5}\) of their value.

\subsection*{(d) Weak and strong getters}

How does the slowest lifetime \(\tau_1\) depend on the getter capacity when \(L\) and \(D\) are held fixed?

\paragraph{Solution.}
Differentiate \eqref{eq:z} with respect to \(\alpha\):
\begin{equation}
\frac{1}{\cos^2z}\frac{dz}{d\alpha}
=-z-\alpha\frac{dz}{d\alpha}.
\end{equation}
At a root, \(1/\cos^2z=1+\tan^2z=1+\alpha^2z^2\), so
\begin{equation}
\frac{dz}{d\alpha}=-\frac{z}{1+\alpha+\alpha^2z^2}<0 .
\end{equation}
Since \(\tau_1\propto z_1^{-2}\), the relative sensitivity is
\begin{equation}
\frac{d\ln\tau_1}{d\ln\alpha}
=-2\,\frac{\alpha}{z_1}\frac{dz_1}{d\alpha}
=\frac{2\alpha}{1+\alpha+\alpha^2z_1^2}>0 .
\label{eq:sens}
\end{equation}
A larger capacity makes the last stage of the approach to equilibrium slower.

For a weak getter, \(\alpha\ll1\), set \(z_1=\pi-\varepsilon\). Then \(\tan z_1=-\tan\varepsilon\), and \eqref{eq:z} reads \(\tan\varepsilon=\alpha(\pi-\varepsilon)\). Replacing \(\tan\varepsilon\) by \(\varepsilon\) gives \(\varepsilon\simeq\alpha\pi/(1+\alpha)\), hence
\begin{equation}
z_1\simeq\frac{\pi}{1+\alpha}\qquad(\alpha\ll1).
\end{equation}
For a strong getter, \(\alpha\gg1\), set \(z_1=\pi/2+\varepsilon\). Then \(\tan z_1=-\cot\varepsilon\simeq-1/\varepsilon\), and to leading order \(1/\varepsilon=\alpha\pi/2\):
\begin{equation}
z_1\simeq\frac{\pi}{2}+\frac{2}{\pi\alpha}\qquad(\alpha\gg1).
\label{eq:strong}
\end{equation}
The lifetime thus lies between \(L^2/(\pi^2D)\) and \(4L^2/(\pi^2D)\). The upper limit belongs to a perfect sink, which holds \(C(L,t)=0\).

The position of the node explains why a finite getter relaxes faster than a perfect sink. Since \(z_1>\pi/2\), the first cosine vanishes inside the wafer, at
\begin{equation}
x_0=\frac{\pi}{2q_1}=\frac{\pi}{2z_1}L<L .
\end{equation}
The region \(0<x<x_0\) then behaves like a wafer of reduced thickness \(x_0\) with a perfect sink at its end, and indeed \(\tau_1=4x_0^2/(\pi^2D)\). Faster relaxation does not mean better cleaning. In equilibrium the common wafer concentration multiplies \(L+Kd\), so the fraction of all atoms left in the wafer is
\begin{equation}
f_\infty=\frac{L}{L+Kd}=\frac{1}{1+\alpha},
\label{eq:final}
\end{equation}
which is close to one for a weak getter.

\subsection*{(e) Orthogonality and norm}

Find the scalar product in which different modes are orthogonal, and the norm of each mode.

\paragraph{Solution.}
Take two real modes \(\varphi_m,\varphi_n\) with \(\lambda_m\ne\lambda_n\). From \(-\varphi''=\lambda\varphi\),
\begin{align}
(\lambda_m-\lambda_n)\int_0^L\varphi_m\varphi_n\,dx
&=\int_0^L\left(\varphi_m\varphi_n''-\varphi_n\varphi_m''\right)dx
\nonumber\\
&=\left[\varphi_m\varphi_n'-\varphi_n\varphi_m'\right]_0^L .
\end{align}
The lower limit vanishes by the front condition. At the upper limit \eqref{eq:phiL} gives \(Kd(\lambda_n-\lambda_m)\varphi_m(L)\varphi_n(L)\). Dividing by \(\lambda_m-\lambda_n\),
\begin{equation}
\int_0^L\varphi_m\varphi_n\,dx
+Kd\,\varphi_m(L)\varphi_n(L)=0 .
\label{eq:orth}
\end{equation}
The second term is the getter's share. The wafer integral alone does not vanish: for \(\alpha=11.1\), quadrature gives \(0.0117\,L\) for the first two decaying modes. The constant mode, with \(\lambda=0\), is included in \eqref{eq:orth}.

For \(\varphi_n=\cos(q_nx)\) the norm is
\begin{align}
N_n&=\int_0^L\cos^2(q_nx)\,dx+Kd\cos^2z_n\nonumber\\
&=\frac L2+\frac{\sin z_n\cos z_n}{2q_n}+Kd\cos^2z_n .
\end{align}
By \eqref{eq:nopole}, \(\sin z_n=-Kdq_n\cos z_n\), so the middle term equals \(-\tfrac12Kd\cos^2z_n\). With \(\cos^2z_n=1/(1+\alpha^2z_n^2)\),
\begin{equation}
N_n=\frac L2\left(1+\frac{\alpha}{1+\alpha^2z_n^2}\right).
\label{eq:norm}
\end{equation}
The constant mode \(\varphi_0=1\) has norm \(N_0=L+Kd=L(1+\alpha)\), without the factor one half.

\section*{Second half: cleaning a wafer, and the limits of the model}

The symbols carried over are the wafer thickness \(L\) and diffusivity \(D\), the getter thickness \(d\) and segregation coefficient \(K\), and the capacity ratio \(\alpha=Kd/L\). The decaying modes are \(\cos(q_nx)\,e^{-Dq_n^2t}\), where \(z_n=q_nL\) solves \(\tan z_n=-\alpha z_n\), with one root in each interval \((n-\tfrac12)\pi<z<n\pi\). Their lifetimes are \(\tau_n=L^2/(Dz_n^2)\). Modes are orthogonal when the getter term \(Kd\,\varphi_m(L)\varphi_n(L)\) is added to the wafer integral; their norms \(N_n\) are given by \eqref{eq:norm}, and \(N_0=L(1+\alpha)\) for the constant mode.

This part has derived the boundary condition that a thin getter imposes on the wafer, and from it the decaying modes, their lifetimes and their norms. It remains to find the fraction of impurity left in the wafer over time, to apply the result to iron in silicon, and to examine the limits of the model.
